# Scissor Shifts and Current Matching in a Tandem Thermophotovoltaic Cell

A two-junction cell with gaps of 1.0000 and 1.2067 eV faces a blackbody at 2400 K. If the upper gap alone moves by 10 meV, the short-circuit current falls by 3.4 % for an upward move and 3.5 % for a downward one. If both gaps fall together by 20 meV, the fluxes absorbed by the two junctions differ by only 0.88 %, a loss of 0.44 % relative to equal sharing (the total they share does change, as shown below). An error in the upper gap alone therefore upsets the current match much more than a larger error common to both.

This matters when the gaps come from an electronic-structure program, where a setting called the scissor shift corrects them. The analysis below finds the upper gap at which to aim and shows how accurately the shift must be known.

## What the setting does

A scissor shift adds a constant energy $\Delta$ to every unoccupied band and leaves the occupied bands alone. If the uncorrected gap is $E_{\rm KS}$, the corrected gap is

$$E_g=(E_{\rm c}+\Delta)-E_{\rm v}=E_{\rm KS}+\Delta ,$$

where $E_{\rm c}$ and $E_{\rm v}$ are the uncorrected band edges. Given a reference gap $E_{\rm ref}$ for the same material, from a higher-level calculation or a measurement, one sets $\Delta=E_{\rm ref}-E_{\rm KS}$. For that material the corrected gap is then $E_{\rm ref}$ itself, and its error is the error of the reference. The calculation adds information about the gap only when $\Delta$ is carried over to another composition or strain, and the transfer brings its own error.

The shift describes a material; the matched gap describes a device. If $\Delta$ were chosen to make $E_g$ equal the matched gap, every candidate material would appear suitable. The shift must be fixed first, and the corrected gap then compared with the target.

## The device condition

Let $E_l$ be the lower gap, $E_u>E_l$ the upper gap, and $T$ the emitter temperature. The upper junction lies in front. Each junction absorbs all photons above its gap that reach it and none below. Each absorbed photon supplies one collected electron at short circuit.

Two polarizations and photon momentum $p=E/c$ give the number of modes per volume and energy as

$$\frac{2\,(4\pi p^2)}{h^3}\frac{dp}{dE}=\frac{8\pi E^2}{h^3c^3}.$$

Their occupation is $1/(e^{E/kT}-1)$. The flux through a surface in one direction is the photon density times $c$ times the mean of $\cos\theta$ over the outgoing half of all directions:

$$\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\frac{2\pi}{4\pi}\,\frac12=\frac14 .$$

The flux of photons above energy $E$ is therefore

$$\Phi(E)=\frac{2\pi}{h^3c^2}\int_E^\infty\frac{\epsilon^2\,d\epsilon}{e^{\epsilon/kT}-1}.$$

With $\epsilon=kTt$ and $x=E/kT$, three factors of $kT$ leave the integral:

$$\Phi(E)=\frac{2\pi(kT)^3}{h^3c^2}N(x),\qquad
N(x)=\int_x^\infty n(t)\,dt,\qquad n(t)=\frac{t^2}{e^t-1}.$$

The upper junction absorbs $\Phi(E_u)$, and the lower one absorbs $\Phi(E_l)-\Phi(E_u)$. Setting these equal gives $2\Phi(E_u)=\Phi(E_l)$, or

$$N(x_u)=\tfrac12N(x_l). \tag{1}$$

A constant emissivity or view factor multiplies both sides and cancels. Since $N'(x)=-n(x)<0$, $N$ decreases strictly from $N(x_l)$ at $x_l$ to zero at infinity. It takes the value $N(x_l)/2$ once, so the matched gap exists and is unique.

## Evaluating the photon integral

For $t>0$ the geometric series gives $1/(e^t-1)=\sum_{m\ge1}e^{-mt}$. All terms are positive, so sum and integral may be exchanged. Two integrations by parts give

$$\begin{aligned}
\int_x^\infty t^2e^{-mt}dt
&=\frac{x^2e^{-mx}}m+\frac2m\int_x^\infty te^{-mt}dt\\
&=\frac{x^2e^{-mx}}m+\frac2m\left(\frac{xe^{-mx}}m+\frac{e^{-mx}}{m^2}\right).
\end{aligned}$$

Hence

$$N(x)=\sum_{m=1}^{\infty}a_m,\qquad
a_m=e^{-mx}\left(\frac{x^2}{m}+\frac{2x}{m^2}+\frac2{m^3}\right).$$

The bracket decreases with $m$. If $a_M$ is the first omitted term, the remainder is at most a geometric series starting with $a_M$, namely $a_M/(1-e^{-x})$. The sum was stopped when this bound fell below $10^{-15}$ of the accumulated sum.

In the example $kT=0.206816$ eV and $x_l=1/0.206816=4.8352$. The first term is $0.2785$ and the second is $0.0009$, which already give the printed $N(x_l)=0.27938$ to four decimals. The required value is half of this, $0.13969$. Direct integration of the Planck photon flux over wavelength agreed with the series to within a relative $10^{-8}$ at gaps of 0.5, 1.0, 1.2067 and 1.6 eV.

## A bracket that needs no guess

Bisection needs two energies on opposite sides of the root. The lower gap is one of them, because there the upper junction would take all the photons. For the other, start from

$$e^{t+d}-1-e^d(e^t-1)=e^d-1\ge0,\qquad d\ge0 .$$

Thus $e^{t+d}-1\ge e^d(e^t-1)$. Shifting the integration variable by $d$ gives

$$\begin{aligned}
N(x+d)&=\int_x^\infty\frac{(t+d)^2}{e^{t+d}-1}dt\\
&\le e^{-d}\int_x^\infty\left(1+\frac dt\right)^2\frac{t^2}{e^t-1}dt\\
&\le\left(1+\frac dx\right)^2e^{-d}N(x).
\end{aligned}$$

The last step uses $t\ge x$. Once the prefactor is below one half, $x_l+d$ lies above the root. For any $x_l>0$ the exponential eventually wins, so doubling $d$ from 1 must succeed.

Here $d=1$ gives 0.5358, which proves nothing, while $d=2$ gives 0.2704 and is accepted. The initial interval has width $W=2kT=0.413632$ eV, from 1.000000 to 1.413632 eV.

## The bisection

At a midpoint $E$, evaluate

$$g(E)=\frac{2N(E/kT)}{N(x_l)}-1 .$$

If $g>0$, the upper junction receives too many photons; its gap must rise, and the midpoint becomes the new left end. Otherwise the midpoint becomes the new right end. After $r$ halvings the interval has width $W/2^r$, and its midpoint is within $W/2^{r+1}$ of the root. An error no larger than $\delta$ therefore requires

$$\frac{W}{2^{r+1}}\le\delta
\quad\Longrightarrow\quad
r=\left\lceil\log_2\frac{W}{2\delta}\right\rceil .$$

For $\delta=10^{-6}$ eV, $\log_2(206816)=17.7$, so 18 halvings are needed. They give

$$E_u=1.20673\ {\rm eV},$$

a cutoff wavelength of 1027 nm; the lower cutoff is 1240 nm. A different root finder, applied to the wavelength integrals, gave a root within the stated $10^{-6}$ eV. A scan of the flux difference at 81 gaps from 1 to 3 eV found one sign change, as the proof requires.

The table of iterations has a curious start. The first midpoint, 1.206816 eV, is already within 0.1 meV of the root, yet the second is 1.103408 eV. The first midpoint is $E_l+kT$, and for this gap and temperature the matched spacing happens to be 0.2067 eV, almost equal to $kT$. Bisection uses the sign of $g$ and ignores its small size, so it moves away and returns.

Could an error in $N$ have reversed a sign? The smallest $|g|$ encountered was $5.6\times10^{-7}$, far above the series truncation error and the rounding error of double-precision arithmetic.

Each junction absorbs $1.2213\times10^{20}$ photons per cm² and second. Multiplication by the elementary charge gives a matched current of 19.57 A/cm². For design, 1 meV is a more sensible numerical tolerance, and the same formula then asks for 8 halvings.

## Two limits of the matched gap

When $E_l\gg kT$, the first term of the series suffices. With $P(x)=x^2+2x+2$ and $x_u=x_l+s$, condition (1) becomes

$$e^{-s}P(x_l+s)=\tfrac12P(x_l),\qquad
s=\ln2+\ln\frac{P(x_l+s)}{P(x_l)} .$$

For large $x_l$ the last logarithm is $2s/x_l$ to leading order, because $P'/P\to2/x$. Replacing $s$ by $\ln2$ in this small term gives

$$E_u\simeq E_l+kT\ln2\left(1+\frac{2kT}{E_l}\right).$$

For the example this is $1+0.1434\times1.4136=1.2027$ eV, 4 meV below the bisection result. It is a useful estimate, but by the sensitivity found below, 4 meV costs more than 1 % of the current.

In the opposite limit, $E_l\ll kT$, the lower gap admits nearly every photon. The upper gap then tends to the median photon energy of the blackbody, a fixed multiple of $kT$, and hardly depends on $E_l$. The link between the two gaps tightens gradually: the slope $\partial E_u/\partial E_l$ is 0.08 at $E_l=0.1\,kT$, 0.55 at $kT$, 0.77 at $2kT$ and 0.94 in the example.

## Why common errors nearly cancel

Let the real gaps differ from their targets by $\delta_u$ and $\delta_l$. At fixed $T$, the logarithm of $2N(x_u)/N(x_l)$ changes to first order by

$$g\simeq-\frac{n(x_u)}{kTN(x_u)}\delta_u+\frac{n(x_l)}{kTN(x_l)}\delta_l .$$

At matching $N(x_l)=2N(x_u)$. Taking out the first coefficient gives

$$g\simeq-a(\delta_u-b\,\delta_l),\qquad
a=\frac{n(x_u)}{kTN(x_u)},\qquad
b=\frac{n(x_l)}{2n(x_u)}. \tag{2}$$

Here $a=0.3456$ % per meV and $b=0.9377$. Setting $g=0$ shows that $b=\partial E_u/\partial E_l$: when the lower gap rises by 10 meV, the matched upper gap rises by 9.4 meV. Re-solving the problem with $E_l$ changed by $\pm1$ meV reproduced $b$ to within $2\times10^{-5}$.

The absorbed fluxes are $\frac12(1+g)$ and $\frac12(1-g)$ of the total above the lower gap. The smaller one limits the short-circuit current, so the loss is $|g|$ relative to equal sharing of that total.

For $\delta_u=\pm10$ meV and $\delta_l=0$, equation (2) gives 3.46 %. The computed losses are 3.40 % upward and 3.51 % downward. Their difference comes from curvature: near $E_u$ the photon spectrum falls with energy, so lowering the gap transfers more photons than raising it by the same amount.

If both gaps fall by 20 meV,

$$g\simeq0.3456\times20\times(1-0.9377)\,\%=0.43\,\%.$$

The ratio of upper to lower flux is $(1+g)/(1-g)\simeq1+2g$, so it exceeds one by about 0.86 %. The direct calculation gives 0.88 %. This explains the contrast at the start. When only the upper gap falls, every photon gained by the upper junction is taken from the lower one. When both gaps fall by the same small amount, the upper junction gains photons in proportion to $n(x_u)$. The lower one gains at its own edge and loses at the upper edge, in total in proportion to $n(x_l)-n(x_u)=(2b-1)n(x_u)=0.875\,n(x_u)$. The two gains are nearly equal, so the match nearly survives.

The total to be shared does change. By the second term of $g$ above, it falls by $ab=0.324$ % for each meV by which the lower gap rises. If both gaps are 20 meV too wide, the current is therefore more than 6 % below its target value, although the junctions still share the photons almost equally. The cancellation concerns the match, not the total current.

## The emitter temperature

Condition (1) contains energies only through $E/kT$. Multiplying $E_l$ and $T$ by the same factor $\lambda$ therefore multiplies $E_u$ by $\lambda$. Differentiating $E_u(\lambda E_l,\lambda T)=\lambda E_u(E_l,T)$ at $\lambda=1$ gives

$$E_l\frac{\partial E_u}{\partial E_l}+T\frac{\partial E_u}{\partial T}=E_u,$$

and hence

$$\frac{\partial E_u}{\partial T}=\frac{1.20673-0.93769}{2400}\ {\rm eV/K}=0.112\ {\rm meV/K}.$$

Re-solving at 2399 and 2401 K agreed to within a relative $10^{-4}$. To first order, an emitter 100 K hotter calls for an upper gap 11 meV wider. If the gaps stay fixed, the lower junction then limits the current.

## Leakage and emitter colour

Suppose a fraction $\tau$ of the photons above $E_u$ passes through the upper junction and is absorbed below. Equality becomes

$$(1-\tau)N(x_u)=N(x_l)-N(x_u)+\tau N(x_u),$$

so $2(1-\tau)N(x_u)=N(x_l)$. A solution with $E_u>E_l$ requires $\tau<1/2$. For $\tau=0.05$, the flux above the upper gap must grow by $1/0.95-1=5.3$ %. Dividing by $a$ suggests a shift of $-15.2$ meV; bisection gives $-14.9$ meV, to 1.192 eV.

An emissivity that rises with photon energy acts in the other direction. At the old matched gap, every photon above $E_u$ has a larger weight than every photon below it. The upper junction therefore gains relative to the lower, and its gap must rise. An emissivity that is linear in energy, increasing by 20 % of its value at $E_l$ per eV, moves the matched gap by $+11.0$ meV.

## Equal flux and maximum power

Equal short-circuit currents do not by themselves guarantee maximum power. To measure the difference, take ideal junctions at $T_c=300$ K in which all recombination emits photons. A junction at voltage $V$ emits with the Bose factor $1/(e^{(E-qV)/kT_c}-1)$. When $E_g-qV\gg kT_c$, this is nearly $e^{qV/kT_c}$ times the emission in the dark, $\Phi_0$. Subtracting the dark exchange with the surroundings, the net recombination flux is

$$R=\Phi_0\left(e^{qV/kT_c}-1\right)
\quad\Longrightarrow\quad
V=\frac{kT_c}{q}\ln\left(1+\frac R{\Phi_0}\right).$$

If the extracted electron flux is $j$ and the absorbed fluxes are $\Phi_u$ and $\Phi_l$, then

$$R_u=\Phi_u-j,\qquad R_l=\Phi_l+\eta R_u-j .$$

Here $\eta$ is the share of the upper junction's emission absorbed by the lower one, called luminescent coupling. The power is $qj(V_u+V_l)$, maximized over $j$. At the matched gap, direct integration with the full Bose factor agreed with the required $R$ to within 1 % for both junctions, without and with coupling.

With $E_l$, $T$ and $T_c$ fixed and $\eta=0$, the best upper gap on a 1 meV grid is 1.208 eV. Using the flux-matched gap costs 0.03 % of the maximum power. Equal flux is then an excellent criterion.

For coupling, let the upper junction emit into a material of refractive index $n_r=3.5$. The downward emission is $n_r^2$ times the upward emission, so $\eta=n_r^2/(1+n_r^2)=0.925$, and $\Phi_0$ of the upper junction is multiplied by $1+n_r^2=13.25$. The best gap is now 1.190 eV, and the matched gap costs 0.76 % of the maximum power. This $\eta$ is an upper limit: it assumes purely radiative recombination and complete absorption below, and nonradiative recombination in a real upper junction lowers the share of its excess carriers that reaches the lower one.

The low side has become forgiving. The lower junction requires $j\le\Phi_l+\eta(\Phi_u-j)$, or

$$j\le\frac{\Phi_l+\eta\Phi_u}{1+\eta}.$$

Put $\Phi_u=\Phi(1+g)$ and $\Phi_l=\Phi(1-g)$ with $g>0$. The limit becomes $\Phi[1-g(1-\eta)/(1+\eta)]$, so the current penalty is $0.039g$ instead of $g$. If the upper gap is too wide, however, the upper junction limits, and coupling cannot supply it with photons. The position of the optimum also depends on the voltages, whose separate contributions were not isolated.

## The model beside a real device

Two-junction III–V cells with gaps of roughly 1.0 and 1.2 eV, facing incandescent emitters above 2000 K, are a real option for thermal energy storage. The gaps and temperature used here lie in that regime. The current of 19.6 A/cm² is high, because it assumes a black emitter filling the whole hemisphere; a smaller view factor or emissivity lowers it without moving the match if the factor is constant in energy. Real junctions break the assumption of step absorption, and the assumed 5 % leakage moves the target by $-15$ meV.

High current also makes resistance important. In the uncoupled ideal cell, 19.04 A/cm² through an assumed 10 mΩ cm² drops 0.190 V, or 10 % of the 1.851 V operating voltage. This estimate keeps the current fixed.

Photons below 1.0 eV carry 73 % of the blackbody's 188 W/cm². They do not enter the matching condition, but absorbing 5 % of them deposits 6.9 W/cm² as heat. A selective emitter that suppresses these photons, or a mirror that returns them, therefore serves efficiency, while condition (1) serves current.

## Choosing and judging the shift

For this emitter and lower gap, the following guidance applies.

1. **Fix each shift from its own material.** Use a reference for the optical absorption edge. If the reference is the gap for separated electrons and holes, subtract the exciton binding energy. A scissor shift moves the edge but does not make weak absorption strong, so leakage must be assessed separately.

2. **Judge the pair of errors.** By equation (2), a mismatch loss below 1 %, relative to equal sharing, requires $|\delta_u-0.938\,\delta_l|<2.9$ meV. An error of 20 meV in the upper gap alone costs about 7 %. Calculated reference gaps are commonly uncertain by far more than 3 meV, so this allowance generally has to be met with measured gaps.

3. **Treat both materials alike.** Use the same method, structural treatment and type of reference for both gaps. If this leaves a common error, its mismatch loss is $a(1-b)=0.022$ % per meV, sixteen times smaller than that of an error in the upper gap alone. Similar treatment does not prove that the errors are equal; that needs reference data for both materials.

4. **Use gaps at the operating temperature.** A calculation with fixed nuclei omits thermal narrowing, while a shift fitted to a measured gap already contains it up to the temperature of the measurement; count it once. For the assumed 0.4 meV/K, 50 K of heating lowers each gap by 20 meV. The common part hardly disturbs the match, but a further 5 meV of narrowing in the upper gap alone would raise the mismatch loss from about 0.4 % to 2.2 %.

5. **Move the target before choosing the alloy.** Solve again with the emitter's measured spectrum and the expected leakage. Their shifts of about 10 to 15 meV in the examples exceed the 2.9 meV allowance. With strong luminescent coupling, err towards a narrower upper gap; without it, the two directions cost nearly the same short-circuit current, but not the same power: in the ideal cell above, an upper gap 10 meV below the matched value costs 2.1 % of the power at matching, and one 10 meV above it costs 1.0 %.

The linear rule is meant for errors of some tens of meV or less; for the upper gap alone it misses $g$ by about 5 % of its value at 30 meV and 8 % at 50 meV. For larger ones, insert the two corrected gaps into $g$ itself. The complete iteration table and the remaining values are in the numerical output.

## Computed values

```
Emitter 2400 K; cell 300 K
Lower gap 1.000 eV; kT emitter 0.206816 eV
x_lower 4.835216; N(x_lower) 0.27938005
Bracket factor d=1: 0.535781
Accepted d=2; factor 0.270448
Initial width 0.413632 eV; tolerance 1.0e-06 eV
step  left/eV   right/eV  middle/eV  g
 1 1.0000000 1.4136320 1.2068160 -2.939e-04
 2 1.0000000 1.2068160 1.1034080 +4.219e-01
 3 1.1034080 1.2068160 1.1551120 +1.938e-01
 4 1.1551120 1.2068160 1.1809640 +9.280e-02
 5 1.1809640 1.2068160 1.1938900 +4.530e-02
 6 1.1938900 1.2068160 1.2003530 +2.227e-02
 7 1.2003530 1.2068160 1.2035845 +1.093e-02
 8 1.2035845 1.2068160 1.2052002 +5.303e-03
 9 1.2052002 1.2068160 1.2060081 +2.501e-03
10 1.2060081 1.2068160 1.2064121 +1.103e-03
11 1.2064121 1.2068160 1.2066140 +4.041e-04
12 1.2066140 1.2068160 1.2067150 +5.509e-05
13 1.2067150 1.2068160 1.2067655 -1.194e-04
14 1.2067150 1.2067655 1.2067403 -3.216e-05
15 1.2067150 1.2067403 1.2067276 +1.147e-05
16 1.2067276 1.2067403 1.2067339 -1.035e-05
17 1.2067276 1.2067339 1.2067308 +5.602e-07
18 1.2067308 1.2067339 1.2067324 -4.893e-06
Halvings 18; smallest |g| 5.60e-07
Matched upper gap 1.206732 eV
Independent quadrature root 1.206731 eV
x_upper 5.834808; N(x_upper) 0.13968972
Upper cutoff wavelength 1027.44 nm
Lower cutoff wavelength 1239.84 nm
Upper absorbed flux 1.221289e+20 /(cm2 s)
Lower absorbed flux 1.221294e+20 /(cm2 s)
Matched short-circuit current 19.5672 A/cm2
dE_upper/dE_lower 0.937688
dE_upper/dT 0.112101 meV/K
Relative upper-flux slope -0.3456 %/meV
Current loss at -10, +10 meV: 3.511, 3.401 %
Leak 5 %: gap 1.19186 eV, shift -14.87 meV
Emissivity +20 %/eV: shift +10.98 meV
Warming 50 K; gap fall 0.4 meV/K
Warm upper/lower flux mismatch +0.878 %
No coupling: power-best gap 1.208 eV (1 meV grid)
  power at match 35.234 W/cm2; loss from best 0.030 %
Coupling: power-best gap 1.190 eV (1 meV grid)
  power at match 34.284 W/cm2; loss from best 0.763 %
Coupling refractive index 3.5
No coupling: current 19.036 A/cm2, voltage 1.8509 V
Resistance 10 mohm cm2: drop 0.1904 V, 10.28 %
Blackbody power 188.129 W/cm2; sub-gap share 73.23 %
Sub-gap absorption 5 %: heat 6.888 W/cm2
```
